# Why oblique p-polarised infrared light reveals a thin oxide's LO peak

**Q:** I have a flat oxide film about 10 nm thick on silicon. Between 900 and 1400 cm$^{-1}$, its infrared transmission at normal incidence has one dip, near 1075 cm$^{-1}$. At 60° with p polarisation there is a second dip near 1250 cm$^{-1}$. The film has not changed, so what has?

**A:** The direction of the electric field in the film has changed. Let $z$ point from air into silicon, with the film between $z=0$ and $z=d$, and let $xz$ be the plane of incidence. At normal incidence the field lies in the film plane. In p polarisation at an angle $\theta$ it also has a component $E_z$ across the film. The two components obey different rules at an interface.

Faraday's law around a flat loop straddling the interface makes the tangential field $E_x$ continuous. Gauss's law for a flat box, with no free charge on the interface, makes the normal displacement $D_z$ continuous. I take the film to be isotropic and laterally uniform, with relative permittivity $\varepsilon(\omega)$. If it is much thinner than the wavelength, the fields hardly vary across it, and

$$E_x^{\rm film}=E_x^{\rm outside},\qquad E_z^{\rm film}=\frac{D_z}{\varepsilon_0\varepsilon}.$$

The surroundings therefore fix $E_x$ in one case and $D_z$ in the other.

**Q:** How does that produce a different absorption spectrum from the same $\varepsilon$?

**A:** Compare the heat. With time factor $e^{-i\omega t}$, the polarisation current is $\mathbf J=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$, and the mean heating per volume is

$$\tfrac12{\rm Re}(\mathbf J\cdot\mathbf E^*)=\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon\,|\mathbf E|^2 .$$

Absorption thus means ${\rm Im}\,\varepsilon>0$. The in-plane part follows ${\rm Im}\,\varepsilon$, because $E_x$ is given. For the normal part, insert $E_z=D_z/(\varepsilon_0\varepsilon)$:

$$\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon\,\frac{|D_z|^2}{\varepsilon_0^2|\varepsilon|^2}
=\frac{\omega|D_z|^2}{2\varepsilon_0}\,{\rm Im}\!\left(-\frac1\varepsilon\right).$$

The last step uses $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$, whose imaginary part is ${\rm Im}\,\varepsilon/|\varepsilon|^2$. This loss function is large where $|\varepsilon|$ is small, whereas ${\rm Im}\,\varepsilon$ is large at the transverse resonance.

**Q:** That is an algebraic answer. What do the ions do differently?

**A:** Take one infrared-active vibration with ionic polarisation $P$, transverse frequency $\omega_T$, damping $\gamma$ and coupling $\Omega$. The electrons supply a constant background $\varepsilon_\infty$:

$$\ddot P+\gamma\dot P+\omega_T^2P=\varepsilon_0\Omega^2E,\qquad D=\varepsilon_0\varepsilon_\infty E+P .$$

For motion in the plane, $E$ is imposed from outside, so the resonance is at $\omega_T$. For motion along $z$, the polarisation ends on the two film faces and leaves bound charge there. The field of that charge opposes the polarisation. Solving the second relation for the field gives $E_z=(D_z-P)/(\varepsilon_0\varepsilon_\infty)$, and substitution into the first gives

$$\ddot P+\gamma\dot P+\left(\omega_T^2+\frac{\Omega^2}{\varepsilon_\infty}\right)P=\frac{\Omega^2}{\varepsilon_\infty}D_z .$$

The face charges act as an additional spring. The stiffened frequency is the longitudinal optical (LO) frequency, $\omega_L^2=\omega_T^2+\Omega^2/\varepsilon_\infty$.

For an example I take $\omega_T=1075$, $\omega_L=1250$ and $\gamma=70$ cm$^{-1}$, with $\varepsilon_\infty=2.1$. Frequencies are quoted as wavenumbers. The coupling is then

$$\Omega=\sqrt{2.1\,(1250^2-1075^2)}=924\ {\rm cm^{-1}} .$$

**Q:** Light is a transverse wave. How can it excite a longitudinal phonon?

**A:** It does not excite a free longitudinal wave of the bulk. Inside the film $\nabla\cdot\mathbf D=0$, and since $\varepsilon$ is uniform and non-zero, $\nabla\cdot\mathbf E=0$ as well. What the light drives is a nearly uniform polarisation along $z$. A longitudinal bulk vibration with its wavevector along $z$ has $D_z=0$ and hence the restoring field $-P/(\varepsilon_0\varepsilon_\infty)$. The thin film's normal motion has that same restoring field, plus a drive $D_z$ delivered through the interfaces. The frequencies agree because the restoring forces agree.

**Q:** Are the peaks really at $\omega_T$ and $\omega_L$ when there is damping?

**A:** In this model they are, once the factor $\omega$ from the heating rate is kept. For a field varying as $e^{-i\omega t}$ the oscillator gives

$$\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2-i\gamma\omega}
=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega}.$$

Take the imaginary part of the first form, multiply by $\omega$, and divide numerator and denominator by $\omega^2$:

$$\omega\,{\rm Im}\,\varepsilon=\frac{\Omega^2\gamma}{[(\omega_T^2-\omega^2)/\omega]^2+\gamma^2}.$$

For the other function, invert the second form and write its numerator as $(\omega_L^2-\omega^2-i\gamma\omega)-(\omega_L^2-\omega_T^2)$:

$$-\frac1\varepsilon=-\frac1{\varepsilon_\infty}+\frac{1}{\varepsilon_\infty}\frac{\omega_L^2-\omega_T^2}{\omega_L^2-\omega^2-i\gamma\omega}.$$

Since $\omega_L^2-\omega_T^2=\Omega^2/\varepsilon_\infty$,

$$\omega\,{\rm Im}\!\left(-\frac1\varepsilon\right)=\frac{\Omega^2}{\varepsilon_\infty^2}\frac{\gamma}{[(\omega_L^2-\omega^2)/\omega]^2+\gamma^2}.$$

Each denominator is smallest when its square bracket vanishes, at $\omega_T$ or $\omega_L$. Half height requires $|\omega_j^2-\omega^2|=\gamma\omega$, with $j=T$ or $L$. The positive solutions are $\sqrt{\omega_j^2+\gamma^2/4}\pm\gamma/2$, so both lines have full width $\gamma$. The peak heights are $\Omega^2/\gamma$ and $\Omega^2/(\varepsilon_\infty^2\gamma)$.

**Q:** My spectrometer records transmission, not heat. Can you get the measured quantity?

**A:** Yes, by carrying Maxwell's equations across the film. Let $k_0=\omega/c$, $s=\sin\theta$ and $h=Z_0H_y$, where $Z_0$ is the impedance of free space. All fields share the factor $e^{ik_0sx}$, because the interfaces are uniform along $x$. The $x$ and $z$ components of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ give

$$\frac{dh}{dz}=ik_0\varepsilon E_x,\qquad E_z=-\frac{s\,h}{\varepsilon}.$$

The $y$ component of Faraday's law is $dE_x/dz-ik_0sE_z=ik_0h$. Inserting $E_z$ gives

$$\frac{dE_x}{dz}=ik_0\left(1-\frac{s^2}{\varepsilon}\right)h .$$

The term $s^2/\varepsilon$ carries the LO resonance.

In the silicon, taken as transparent with permittivity $\varepsilon_s$, the wave goes as $e^{ik_0\kappa z}$ with $\kappa=\sqrt{\varepsilon_s-s^2}$. The first equation then gives $h=Y_sE_x$, with $Y_s=\varepsilon_s/\kappa$. In air the incident wave has $h=Y_aE_x$ with $Y_a=1/\cos\theta$, and the reflected wave has the opposite sign.

Let $E$ be $E_x$ at $z=d$, where $h=Y_sE$, and let $\phi=k_0d$. One first-order step back to $z=0$ gives

$$h(0)=E\,(Y_s-i\phi\varepsilon),\qquad
E_x(0)=E\left[1-i\phi Y_s\left(1-\frac{s^2}{\varepsilon}\right)\right].$$

In air $h(0)=h_i+h_r$ and $Y_aE_x(0)=h_i-h_r$. Adding these removes the reflected amplitude $h_r$:

$$2h_i=E\,(Y_a+Y_s)(1-ix),\qquad
x=\frac{\phi}{Y_a+Y_s}\left[\varepsilon+Y_aY_s\left(1-\frac{s^2}{\varepsilon}\right)\right].$$

Without the film $x=0$. Hence $T/T_{\rm bare}=|1-ix|^{-2}$, where $|1-ix|^2=(1+{\rm Im}\,x)^2+({\rm Re}\,x)^2$. To first order in $\phi$ the absorbance $A=-\ln(T/T_{\rm bare})$ is $2\,{\rm Im}\,x$:

$$\boxed{A_p=\frac{2\phi}{Y_a+Y_s}\left[{\rm Im}\,\varepsilon+Y_aY_s\sin^2\theta\;{\rm Im}\!\left(-\frac1\varepsilon\right)\right]}$$

This is a natural-logarithm absorbance; divide by 2.303 for base ten. At $\theta=0$ the second term vanishes and the transverse (TO) peak remains.

**Q:** Is tilting the sample enough, or does the polarisation matter?

**A:** It matters. In s polarisation the field is along $y$, parallel to the film at every angle. With $g=-Z_0H_x$, Maxwell's equations become $dE_y/dz=ik_0g$ and $dg/dz=ik_0(\varepsilon-s^2)E_y$. The outgoing wave has $g=\kappa E_y$, and the incident wave has $g=\cos\theta\,E_y$. The same step and the same elimination give

$$2\cos\theta\,E_i=E\left[\cos\theta+\kappa-i\phi(\varepsilon-s^2+\kappa\cos\theta)\right],\qquad
A_s=\frac{2\phi\,{\rm Im}\,\varepsilon}{\cos\theta+\kappa}.$$

There is no $1/\varepsilon$ term. Comparing s and p at one fixed angle therefore separates the effect of the normal field from that of tilt.

**Q:** Put in my film.

**A:** Use $d=10$ nm, $\theta=60°$ and silicon index 3.42, so $\varepsilon_s=11.70$. Then $Y_a=2.000$, $Y_s=3.535$ and $Y_aY_ss^2=5.303$. At $\omega_L$, $\phi=0.00785$, ${\rm Im}\,\varepsilon=0.432$ and ${\rm Im}(-1/\varepsilon)=2.214$, so

$$A_p(\omega_L)=\frac{2(0.00785)}{5.535}\,[0.432+5.303(2.214)]=0.0345 .$$

At $\omega_T$, $\phi=0.00675$, ${\rm Im}\,\varepsilon=11.355$ and ${\rm Im}(-1/\varepsilon)=0.0852$, which gives $A_p=0.0288$.

I also solved the full boundary problem numerically: forward and backward waves in the film, with tangential fields matched at both faces, on a grid of 0.1 cm$^{-1}$. The maxima between 900 and 1400 cm$^{-1}$ are:

- normal incidence: 1075.1 cm$^{-1}$, $A=0.0344$;
- 60°, s: 1075.1 cm$^{-1}$, $A=0.0398$;
- 60°, p: 1075.4 cm$^{-1}$ (133.3 meV), $A=0.0287$, and 1249.6 cm$^{-1}$ (154.9 meV), $A=0.0343$.

At 1250 cm$^{-1}$ the normal-incidence absorbance is 0.0016, the tail of the TO line. The p peaks lie slightly inside 1075 and 1250 cm$^{-1}$, mainly because each sits on the sloping tail of the other.

**Q:** Can you show that the normal field causes the second peak, rather than just accompanying it?

**A:** In a calculation one can remove the vibration from one direction at a time. Give the film separate permittivities $\varepsilon_x$ and $\varepsilon_z$. The two p equations then contain $\varepsilon_x$ in the first and $s^2/\varepsilon_z$ in the second. Keep the angle at 60° and the thickness at 10 nm. With the vibration in $\varepsilon_x$ and $\varepsilon_z=\varepsilon_\infty$, the full solution has one peak, at 1075.1 cm$^{-1}$. With the roles exchanged it has one peak, at 1249.9 cm$^{-1}$. Within the model, the second peak belongs to the normal response.

**Q:** Is the field in the film very large at the LO frequency?

**A:** That depends on the comparison. Damping keeps $\varepsilon$ from vanishing: at $\omega_L$ it is $0.093+0.432i$, so $|\varepsilon|=0.442$. Continuity of $D_z$ makes the film's normal field $1/0.442=2.3$ times the total normal field just outside in air, and $11.70/0.442=26$ times that in the silicon.

**Q:** Does the transmission dip equal the absorbed power?

**A:** No, because the film also changes the reflection. Dividing the heat per area by the incident power, with $E_x=2h_i/(Y_a+Y_s)$ and $E_z=-sY_sE_x/\varepsilon$, gives the absorbed fraction

$$a=\frac{4Y_a\phi}{(Y_a+Y_s)^2}\left[{\rm Im}\,\varepsilon+Y_s^2s^2\,{\rm Im}\!\left(-\frac1\varepsilon\right)\right].$$

The transmission loss is $T_{\rm bare}A_p$, with $T_{\rm bare}=4Y_aY_s/(Y_a+Y_s)^2$. Energy conservation makes the reflection change $\Delta R=T_{\rm bare}A_p-a$, which simplifies to

$$\Delta R=\frac{4Y_a\phi\,(Y_s-Y_a)}{(Y_a+Y_s)^3}\left[{\rm Im}\,\varepsilon-Y_s^2s^2\,{\rm Im}\!\left(-\frac1\varepsilon\right)\right].$$

For $Y_a<Y_s$, which holds here, the in-plane loss raises the reflection and the normal loss lowers it. In the full solution at $\omega_L$, the film absorbs 4.21% of the incident power, 4.12% of it through the normal field. The transmission falls by 3.12% of the incident power and the reflection by 1.09%. At $\omega_T$ the film absorbs 2.09%, the transmission falls by 2.61% and the reflection rises by 0.52%.

**Q:** What angle should I choose?

**A:** Near normal incidence the LO term grows as $\sin^2\theta$, since $Y_a$ and $Y_s$ barely change. For the same film, the full p absorbance at 1250 cm$^{-1}$ is 0.0034 at 15°, 0.0090 at 30°, 0.0189 at 45° and 0.0603 at 75°. These values include the TO tail. Towards grazing incidence $Y_a\to\infty$, so the LO term tends to $2\phi Y_s\,{\rm Im}(-1/\varepsilon)$, the TO term tends to zero, and so does $T_{\rm bare}$. A larger angle favours LO contrast as long as the beam still fits on the sample and enough light gets through.

The 15° value also carries a warning: a strongly focused beam at nominally normal incidence contains tilted p-polarised rays, and these do see the LO resonance. For this film a uniformly filled cone of 15° half-angle only raises the absorbance at 1250 cm$^{-1}$ from 0.0016 to 0.0020, without a separate peak; a 30° cone gives a weak peak of 0.0036 near 1244 cm$^{-1}$.

**Q:** Can the second peak tell me something the first cannot?

**A:** Yes. At normal incidence the first-order peak height is proportional to $d\,\Omega^2/\gamma$. The width gives $\gamma$, but $d$ and $\Omega^2$ remain multiplied together. In p polarisation, the peak heights found earlier give, with overlapping tails neglected,

$$\frac{A_{\rm LO}}{A_{\rm TO}}=\frac{Y_aY_s\sin^2\theta}{\varepsilon_\infty^2}.$$

Thickness and damping have cancelled. With known angle and substrate, the ratio yields $\varepsilon_\infty$, the splitting yields $\Omega^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)$, and the height and width of the normal-incidence peak then yield $d$. For the example the formula gives $5.303/2.1^2=1.20$, and the two peaks of the full solution also give 1.20. Agreement this close is special to the example: at 60° the peaks have similar heights, so the neglected tails raise each by about 4% and cancel in the ratio. At 30° the LO peak is much the smaller and the TO tail matters more. The boxed formula, evaluated at $\omega_L$ and $\omega_T$, then gives a ratio of 0.27 where the simple ratio gives 0.23, and the simple inversion would return $\varepsilon_\infty=1.93$. At such angles, fit the whole boxed formula instead. This inversion assumes a single oscillator and one illuminated interface.

**Q:** My wafer has a back face. Does that spoil it?

**A:** It changes the heights. Suppose the spectrometer does not resolve interference within the wafer, so that intensities add. Let $R_b$ be the bare-face reflectance and $R'$ that of the coated face seen from inside. Summing the repeated reflections gives the wafer transmission $TT_{\rm bare}/(1-R'R_b)$, and relative to a bare wafer

$$A_{\rm wafer}=A+\ln\frac{1-R'R_b}{1-R_b^2}.$$

The correction is weighted by $R_b$, which is 0.30 at normal incidence and 0.077 for p light at 60°. At $\omega_T$ and normal incidence the absorbance rises from 0.034 to 0.044, or 27%, so the single-interface formula would overestimate the thickness by about that much. At 60° in p, the values at $\omega_T$ and $\omega_L$ become 0.0294 and 0.0339. Their ratio is 1.15, and the simple inversion returns $\varepsilon_\infty=\sqrt{5.303/1.15}=2.15$ instead of 2.1. All this assumes an oxide-free back face and an oxide-free reference. Thermal oxide grows on both faces unless one is stripped; with 10 nm on each, the normal-incidence absorbance at $\omega_T$ is 0.086. A native oxide of 1.5 nm on the back face and on both faces of the reference, given the same permittivity, lowers the 0.044 to 0.037.

**Q:** How close is this model to a real thermal oxide?

**A:** The frequencies, damping and $\varepsilon_\infty$ are rough typical values for thermal silicon dioxide, not a fit to a sample. The assumption a real oxide most clearly breaks is that of a single vibration. Adding a band at 460 cm$^{-1}$ with static strength 0.9, again rough values, moves the calculated LO peak to 1261 cm$^{-1}$ and raises it by 11%. Above its own resonance that band contributes negatively, about $-0.14$ at 1250 cm$^{-1}$. It lowers the background from 2.10 to 1.96, and $\omega_L^2=\omega_T^2+\Omega^2/\varepsilon_\infty$ then gives 1262 cm$^{-1}$. A fitted $\varepsilon_\infty$ is therefore an effective background that includes the lower bands. Silica also has a weaker band near 810 cm$^{-1}$ and a shoulder on the high-frequency side of its main band. Adding either to the model, with the other parameters kept, moves the LO peak further up. The shoulder lies between the TO and LO frequencies, so a constant background cannot represent it; for quantitative work on a real oxide, fit a permittivity that includes it.

Glass is also disordered. Spreading $\omega_T$ with a standard deviation of 20 cm$^{-1}$ at fixed $\Omega$ moves the LO peak by 2 cm$^{-1}$ and lowers it by 1%. The TO peak suffers far more: at 60° in p it falls by 17%, and at normal incidence its width grows from 70 to 95 cm$^{-1}$. The LO/TO ratio rises from 1.20 to 1.43, and the simple inversion then returns $\varepsilon_\infty=1.93$ and $d\approx12$ nm. Damping cancels from the ratio only when the broadening is homogeneous. A beam spread of ±5° about 60° raises it by 1%. Absorption in the silicon is assumed to cancel against a matched bare wafer, and a graded interface layer is left out; I have sized neither.

**Q:** When does the thin-film explanation fail?

**A:** The first-order formula needs $\phi|\varepsilon|\ll1$ near the TO line and $\phi s^2Y_aY_s/[(Y_a+Y_s)|\varepsilon|]\ll1$ near the LO line, where the factor $Y_aY_s/(Y_a+Y_s)$ is 1.3 at 60° and approaches $Y_s\approx3.6$ towards grazing incidence. The second condition becomes severe if damping is so weak that $|\varepsilon|$ nearly vanishes. Here the largest $\phi|\varepsilon|$ is about 0.08. The largest deviation of the formula from the full solution, relative to the highest peak of each spectrum, is 1.0% at normal incidence and 0.7% for p at 60°. At 100 nm these become 9% and 6%.

The selection rule is sturdier than the formula. At normal incidence on a flat, isotropic, laterally uniform film, $s=0$ and hence $E_z=-sh/\varepsilon=0$ at any thickness. The 100 nm film still has a single calculated peak at normal incidence, at 1076 cm$^{-1}$. In thicker films $E_x$ itself varies with frequency through reflection and interference, so the transmission need not follow ${\rm Im}\,\varepsilon$: at 1000 nm the calculated dip at normal incidence has moved to 1087 cm$^{-1}$. Roughness or patterning removes the lateral uniformity on which the rule rests, and can create a normal field even under a perfectly collimated, normally incident beam.
